# Which foil shrinks most in a Kirkendall multifoil couple?

## The problem

Two half-couples are each built from thin foils of equal thickness $h$, with inert markers at every interface. The left half is richer in A, the right half richer in B. They are joined at $x=0$ and annealed for a time $t$. The interdiffusivity $D$ does not depend on composition, and A diffuses faster than B. Find the displacement of every interface, and find the foil that has lost the largest fraction of its thickness.

The data must first be made consistent. Let $N_A$ and $N_B=1-N_A$ be the atomic fractions, and assume that both atoms have the same constant volume, so that the number density $c$ is constant. Relative to the lattice, the intrinsic fluxes are

$$J_A=-cD_A\frac{\partial N_A}{\partial x},\qquad J_B=-cD_B\frac{\partial N_B}{\partial x}=+cD_B\frac{\partial N_A}{\partial x}.$$

In a frame fixed to the far ends, the lattice itself moves with a velocity $v(x,t)$, which adds $cv$ to the total flux. Since $c$ is constant, the total flux cannot vary with $x$, and it vanishes at the far ends. Hence $J_A+J_B+cv=0$, or

$$v=(D_A-D_B)\frac{\partial N_A}{\partial x}.$$

The flux of A in the fixed frame is

$$J_A+cN_Av=-c\,[D_A-N_A(D_A-D_B)]\frac{\partial N_A}{\partial x}=-c\,[N_BD_A+N_AD_B]\frac{\partial N_A}{\partial x}.$$

The bracket is Darken's interdiffusivity, $D=N_BD_A+N_AD_B$. If $D_A$ and $D_B$ were both constant, then $dD/dN_A=D_B-D_A$, and $D$ could be constant only for $D_A=D_B$. Constant, unequal intrinsic diffusivities are therefore incompatible with a constant interdiffusivity. A further assumption is needed, and several are compatible with a constant $D$: a constant ratio $D_A/D_B$, a constant $D_B$, or a constant difference. The simplest, chosen here, is a constant difference $\Delta=D_A-D_B>0$; the answer depends on this choice, as the last section shows. Putting $D_B=D_A-\Delta$ into Darken's expression gives $D=D_A-N_A\Delta$, so that

$$D_A=D+N_A\Delta,\qquad D_B=D-N_B\Delta .$$

This is the case solved here. Vacancies are assumed to stay at equilibrium: planes are removed and created at sinks and sources without forming pores, and the whole size change is along $x$. "Compression" thus means a loss of lattice planes, not an elastic strain. The couple is long compared with $\sqrt{Dt}$, and the contact is initially sharp.

Let the composition fall from $N_L$ to $N_R$ across the contact, with $\delta=N_L-N_R$. Constant $D$ gives the usual profile

$$N_A=N_R+\frac{\delta}{2}\,\mathrm{erfc}\,\xi,\qquad \xi=\frac{x}{2\sqrt{Dt}} .$$

Since $d\,\mathrm{erfc}\,\xi/d\xi=-(2/\sqrt\pi)e^{-\xi^2}$ and $\partial\xi/\partial x=1/(2\sqrt{Dt})$,

$$v=-\frac{\Delta\,\delta}{2\sqrt{\pi Dt}}\,e^{-\xi^2}=-\kappa\sqrt{\frac{D}{\pi t}}\,e^{-\xi^2},\qquad \kappa=\frac{\Delta\,\delta}{2D}.$$

The minus sign says that the lattice moves toward the side rich in the fast diffuser. The size of $\kappa$ is limited. The smallest $D_B$, at the right end, must be positive, so $(1-N_R)\Delta<D$. Because $\delta\le 1-N_R$, it follows that $0<\kappa<1/2$.

These equations contain no physical constants and hold in any consistent units, atomic units included.

## A tempting solution

The marker at the original contact moves parabolically, $x=K\sqrt t$. Its velocity is $K/(2\sqrt t)=x/(2t)$, so its displacement is $2tv$. It is tempting to use the same rule for all markers:

$$u(x,t)=2tv=-2\kappa\sqrt{\frac{Dt}{\pi}}\,e^{-\xi^2}\qquad\text{(wrong)}.$$

The gradient of this field is

$$\frac{\partial u}{\partial x}=\frac{2\kappa}{\sqrt\pi}\,\xi e^{-\xi^2}.$$

It is most negative where $d(\xi e^{-\xi^2})/d\xi=(1-2\xi^2)e^{-\xi^2}=0$ with $\xi<0$, that is, at $\xi=-1/\sqrt2$. The largest compression would then lie at $x=-\sqrt{2Dt}$, well inside the A-rich half, with the value $\kappa\sqrt{2/(\pi e)}\approx0.48\,\kappa$ per unit of present length.

## Where it fails

A displacement field has to reproduce the velocity when one follows a given plane: $\partial u/\partial t+v\,\partial u/\partial x=v$. Test the proposed field. At fixed $x$, $\xi^2\propto1/t$, so

$$\frac{\partial v}{\partial t}=\frac{v}{t}\left(-\frac12+\xi^2\right),\qquad \frac{\partial(2tv)}{\partial t}=2v+2t\frac{\partial v}{\partial t}=v\,(1+2\xi^2).$$

Adding the convective term gives

$$\frac{\partial u}{\partial t}+v\frac{\partial u}{\partial x}=v\left[1+2\xi^2+\frac{2\kappa}{\sqrt\pi}\xi e^{-\xi^2}\right]=v\,[1+2\xi\,g(\xi)],$$

$$g(\xi)=\xi+\frac{\kappa}{\sqrt\pi}e^{-\xi^2}.$$

The requirement is met only at $\xi=0$ and where $g=0$. The second of these is the plane of the contact markers, for which the rule was derived. That plane stays at one value of $\xi$, so its velocity falls as $t^{-1/2}$ throughout. Any other plane starts outside the diffusion zone, stands still at first and moves later. Its present velocity, multiplied by $2t$, credits it with a history that it did not have.

The position $x=-\sqrt{2Dt}$ does have a meaning: $\partial v/\partial x$ is most negative there, so the lattice is shrinking fastest there now. The question concerns the accumulated loss.

## The displacement field

Follow one plane with original position $x_0$. Differentiating $x=2\sqrt{Dt}\,\xi$ and equating the result to $v$ gives

$$\sqrt{\frac Dt}\,\xi+2\sqrt{Dt}\,\frac{d\xi}{dt}=-\kappa\sqrt{\frac D{\pi t}}\,e^{-\xi^2}.$$

Multiplication by $\sqrt{t/D}$ turns this into $\xi+2t\,d\xi/dt=-(\kappa/\sqrt\pi)e^{-\xi^2}$, or

$$\frac{d\xi}{d\ln t}=-\frac{g(\xi)}2 .$$

The function $g$ has a single zero. Its derivative is

$$g'(\xi)=1-\frac{2\kappa}{\sqrt\pi}\,\xi e^{-\xi^2},$$

and since $\xi e^{-\xi^2}\le1/\sqrt{2e}<0.43$, $g'$ is positive for $\kappa<1/2$. The zero $\xi_K$ is negative because $g(0)>0$. Planes with $x_0>0$ start at $\xi=+\infty$ and approach $\xi_K$ from the right; planes with $x_0<0$ approach it from the left. The contact plane lies between them and stays at $\xi_K$, the Kirkendall plane:

$$\xi_K=-\frac{\kappa}{\sqrt\pi}\,e^{-\xi_K^2}.$$

Now define the scaled original position $X=x_0/(2\sqrt{Dt})$ and the local stretch $F=\partial x/\partial x_0$ at fixed $t$. A sharp contact in a long couple supplies no length other than $\sqrt{Dt}$, so $\xi$ depends on $X$ alone and $F=d\xi/dX$. Along a given plane $d\ln|X|/d\ln t=-1/2$. Dividing the two rates,

$$\frac{d\xi}{d\ln|X|}=g(\xi)\quad\Rightarrow\quad X\frac{d\xi}{dX}=g\quad\Rightarrow\quad F=\frac{g(\xi)}{X}.$$

Take the logarithm, $\ln F=\ln|g|-\ln|X|$, and differentiate:

$$\frac{d\ln F}{d\ln|X|}=\frac{g'}{g}\,\frac{d\xi}{d\ln|X|}-1=g'(\xi)-1=-\frac{2\kappa}{\sqrt\pi}\,\xi e^{-\xi^2}. \tag{1}$$

Dividing by $d\xi/d\ln|X|=g$ gives $d\ln F/d\xi=(g'-1)/g$. At large $|X|$ the lattice is undisturbed and $F=1$. Integration from there yields

$$F(\xi)=\exp\left[-\int_\xi^{\pm\infty}\frac{g'(s)-1}{g(s)}\,ds\right],\quad X=\frac{g(\xi)}{F(\xi)},\quad u=2\sqrt{Dt}\,(\xi-X),$$

with the upper sign for $\xi>\xi_K$ and the lower for $\xi<\xi_K$. This is the full displacement field of the model in parametric form. To find a particular interface, one solves $X(\xi)=x_0/(2\sqrt{Dt})$ for $\xi$.

## Where the compression is largest

On the left, $\xi<\xi_K<0$, and the right side of (1) is positive. $F$ therefore rises steadily with distance from the contact and reaches 1 far away. Every plane on the left is compressed, and the more so the nearer it lies to the contact.

At the contact the slope in (1) tends to

$$p=-\frac{2\kappa}{\sqrt\pi}\,\xi_Ke^{-\xi_K^2}=2\xi_K^2,$$

where the equation for $\xi_K$ was used. So $F$ varies as $|X|^p$ and tends to zero at the contact. Equation (1) has the same limit when $\xi_K$ is approached from the right, so $F$ vanishes there too. Farther right, $F$ grows until $\xi=0$, where (1) changes sign, and then falls to 1. The greatest expansion thus belongs to the plane that now stands at the original contact position, $x=0$.

Since $F$ vanishes from both sides, it must still be shown which side wins for real foils. Compare planes at $+X$ and $-X$, now at $\xi_+$ and $\xi_-$. With $m(\xi)=\xi e^{-\xi^2}$, (1) gives

$$\frac{d}{d\ln X}\ln\frac{F(X)}{F(-X)}=-\frac{2\kappa}{\sqrt\pi}\,[m(\xi_+)-m(\xi_-)].$$

The logarithm is zero at $X\to\infty$. If the bracket is positive for all $X$, the logarithm falls toward zero from above, and $F(X)>F(-X)$.

- For $\xi_+\ge0$ the bracket is positive, because $m(\xi_-)<0$.
- For $\xi_K<\xi_+<0$, note that $F>1$ at $\xi=0$. The plane now at $\xi=0$ therefore had $X=g(0)/F<\kappa/\sqrt\pi$, and the planes considered here had a smaller $X$ still. On the left $F<1$, so $\xi_K-\xi_-<X$. Also $|\xi_K|<\kappa/\sqrt\pi$. Together, $|\xi_-|<2\kappa/\sqrt\pi<1/\sqrt\pi<1/\sqrt2$. In this range $m$ increases with $\xi$, and $\xi_-<\xi_+$ makes the bracket positive.

Each right-hand foil is therefore stretched more than its mirror image on the left, and among the left-hand foils the mean stretch is smallest next to the contact. **For constant $D$ and constant $\Delta$, the most compressed foil is the one that touches the contact on the A-rich side.** If B is the faster diffuser, exchanging the names and reversing $x$ puts it on the B-rich side.

## Two limits

**Small $\kappa$.** To first order, $(g'-1)/g\approx-(2\kappa/\sqrt\pi)e^{-s^2}$, and $\xi$ may be replaced by $X$ in the result:

$$F\approx1+\kappa\,\mathrm{sgn}(X)\,\mathrm{erfc}|X| .$$

Integrating $F-1=\partial u/\partial x_0$ inward from either far end, where $u=0$, gives

$$u\approx-2\kappa\sqrt{Dt}\left[\frac{e^{-X^2}}{\sqrt\pi}-|X|\,\mathrm{erfc}|X|\right].$$

In this approximation the displacement has a cusp at the contact, with a compression $\kappa$ just to the left and an equal expansion just to the right. The approximation is not uniform. With $p\approx2\kappa^2/\pi$, the factor $|X|^p$ contributes $(2\kappa^2/\pi)\ln|X|$ to $\ln F$. This becomes comparable with $\kappa$ when $|\ln|X||\sim\pi/(2\kappa)$, so very thin foils at the contact lie outside its range.

**Thick foils or short times.** If $h\gg2\sqrt{Dt}$, the outer interface of the first left foil has hardly moved. Its fractional loss is then the contact displacement over the thickness, $2\sqrt{Dt}\,|\xi_K|/h$, which grows as $\sqrt t$.

## A worked case

Take round model parameters: $D=10^5$ Å$^2$/s, $\Delta=0.8D$, pure A against pure B, $t=10^5$ s and $h=4\times10^4$ Å. At the pure A end $D_A=1.8\times10^5$ and $D_B=1.0\times10^5$ Å$^2$/s; at the pure B end they are $1.0\times10^5$ and $0.2\times10^5$ Å$^2$/s. Then

$$\kappa=\frac{0.8\times1}{2}=0.4,\qquad 2\sqrt{Dt}=2\sqrt{10^{10}}=2\times10^5\ \text{Å}.$$

The equation for the Kirkendall plane gives $\xi_K=-0.2154$. The contact has moved by $-0.2154\times2\times10^5=-4.31\times10^4$ Å, or $-8.14\times10^4$ bohr. Number the foils outward from the contact as L1, L2, … on the left and R1, R2, … on the right. The interface between L1 and L2 has moved by $-28\,610$ Å, so the final thickness of L1 is

$$40\,000-43\,088+28\,610=25\,522\ \text{Å},$$

a loss of 36%. The next foils, L2 to L5, lose 25, 17, 12 and 8%.

The tempting solution points to $x=-1.41\times10^5$ Å. The interfaces bounding L4 now stand at $-120\,000-11\,811\approx-1.32\times10^5$ Å and $-160\,000-7017\approx-1.67\times10^5$ Å, so the place lies in L4. The local stretch there is 0.87, a loss of 13%, about a third of what L1 has lost.

On the right, R1 has expanded by 26% and R2 by 28%. The first foil is not the most expanded because it contains the strip near the contact where $F$ drops toward zero: 2000 Å from the contact $F=1.09$, and at 200 Å it is 0.88, already a compression. The maximum, $F=1.31$, belongs to a plane that started 34 500 Å from the contact, near the outer edge of R1.

The first-order formula gives the contact displacement as $-4.51\times10^4$ Å, about 5% too large in magnitude. For L1 it predicts a loss of 35.5%, close to the full 36.2%, but this closeness is no measure of its accuracy. It overstates the loss in L2 to L5 and understates it in L1, and it gives R1 an expansion of 35.5% instead of 25.6%.

The power law shows in thinner foils. Here $p=0.093$, so a foil ten times thinner should keep a fraction of its thickness smaller by the factor $10^{-0.093}=0.81$. A first left foil of 4000 Å loses 49.5% and keeps 0.505; one of 400 Å loses 59.3% and keeps 0.407. The ratio is 0.81. In this model a quoted "largest compression" therefore needs a foil thickness beside it.

As an independent test, A and B atoms were exchanged between the cells of a moving lattice and the cell widths found by counting atoms, with no use of the error function or of $v$. The interface positions agree with the formula within 271 Å, for cells initially 4000 Å wide, and L1 is again the most compressed foil. The remaining values are in the numerical output.

## Where the result stops holding

The vanishing of $F$ at the contact rests on the constant $\Delta$, which makes $p$ positive, and on the sharp start. Close to the Kirkendall plane, $d\ln F/d\ln t=-p/2$, so every decade of time removes the same fraction, and a sharp contact supplies unlimited decades back to $t=0$. If the contact has an initial width $w$, this law can begin only once $\sqrt{Dt}$ exceeds about $w$, and $F$ at the contact should then stay above zero; this is an estimate. The location of the most compressed foil also needs $w\ll h$: in the worked case, a start from the profile $\tfrac12\,\mathrm{erfc}(x/w)$ with $w=h$ makes L2 lose 23% and L1 only 19%. The assumption of equilibrium vacancies also requires foils much thicker than the distance between vacancy sinks and sources, such as climbing dislocations. At a dislocation density of $10^{12}$ m$^{-2}$ that distance is about $10^4$ Å, so the losses given above for foils of 4000 and 400 Å and the local stretches at 2000 and 200 Å illustrate the equations and are not predictions for such a metal; even the $4\times10^4$ Å foils are only about four such distances thick.

If vacancies collect in pores, or if the couple also changes size sideways, the loss of planes no longer equals the loss of foil thickness. If $D$ or $\Delta$ varies with composition, the profile or the velocity changes, the proof given here does not carry over, and the answer itself can change. With $D$ constant and $\Delta$ a function of $N_A$, the exponent at the contact becomes $p=2\xi_K^2\,[1-(D/\Delta^2)\,d\Delta/dN_A]$, taken at the Kirkendall plane. For a constant ratio $D_A/D_B$ one has $d\Delta/dN_A=\Delta^2/D$, so $p=0$ and $F$ stays finite at a sharp contact. For a constant $D_B$, $p$ is negative and $F$ grows toward the contact: with $D_B=0.2D$, $N_A$ from 0.9 to 0.1 and the $D$, $t$ and $h$ of the worked case, L2 loses 43% and L1 40%.

## Values computed for the example and the checks

```
interdiffusivity D = 1.000e+05 A^2/s
D_A - D_B = 8.000e+04 A^2/s
pure A end: D_A = 1.800e+05, D_B = 1.000e+05 A^2/s
pure B end: D_A = 1.000e+05, D_B = 2.000e+04 A^2/s
time = 1.000e+05 s, foil thickness = 4.000e+04 A
2 sqrt(D t) = 2.0000e+05 A, scaled foil H = 0.200
kappa = 0.400, xi_K = -0.21544 (no unit)
contact displacement = -4.3088e+04 A = -8.1425e+04 bohr
interface: x0, displacement, first-order displacement (A)
 -5:    -200000     -3921     -4020
 -4:    -160000     -7017     -7294
 -3:    -120000    -11811    -12475
 -2:     -80000    -18806    -20170
 -1:     -40000    -28610    -30929
  0:          0    -43088    -45135
  1:      40000    -32847    -30929
  2:      80000    -21598    -20170
  3:     120000    -13198    -12475
  4:     160000     -7592     -7294
  5:     200000     -4125     -4020
foil: thickness change, first-order, simulated (percent)
L5:   -7.74   -8.18   -7.74
L4:  -11.98  -12.95  -11.98
L3:  -17.49  -19.24  -17.49
L2:  -24.51  -26.90  -24.51
L1:  -36.20  -35.52  -36.88
R1:   25.60   35.52   26.30
R2:   28.12   26.90   28.11
R3:   21.00   19.24   21.00
R4:   14.01   12.95   14.01
R5:    8.67    8.18    8.67
foil L1 final thickness = 25522 A
largest simulation mismatch = 271 A
thinner first left foil: thickness (A), change (percent)
    4000  -49.50
     400  -59.28
power of |X| in stretch at contact = 0.09283
distance from contact (A): stretch on left, on right
   2000: 0.5175 1.0869
    200: 0.4172 0.8806
     20: 0.3369 0.7113
largest stretch = 1.3073 at present x = 0
its original position = 34526 A
fastest shrinkage now at x = -141420 A
stretch there = 0.8696
```
